\section*{Does heating a gas lower its breakdown voltage?}

\section*{Question}

I have two flat electrodes 10 mm apart in argon at 3 Torr and 300 K. The vessel is sealed, and I want to heat all of it, gas and walls together, to 900 K before applying a dc voltage. I have been told that heating a gas always lowers its breakdown voltage. But the pressure in my vessel will rise to 9 Torr, and my Paschen curve, measured at room temperature, gives a higher voltage at 9 Torr than at 3 Torr. Which way will the voltage move, and would the answer change if the vessel were open to a pressure regulator?

\section*{Answer}

In the sealed vessel the breakdown voltage stays where it was, apart from small corrections estimated below. Both of your predictions fail for the same reason: neither temperature nor pressure, taken alone, says how many atoms an electron meets on its way across the gap. With a pressure regulator the voltage does change, and it can go either way.

\subsection*{What the seal holds fixed}

Let $N$ be the number of atoms per unit volume. For an ideal gas
\begin{equation}
p=Nk_{\mathrm B}T .
\end{equation}
A sealed vessel of fixed volume holds a fixed number of atoms. If the gas is heated uniformly, and the walls neither release nor absorb gas, $N$ keeps its initial value $N_0$. The pressure rises from $p_0$ to $p_0T/T_0$ because the atoms move faster, not because they are closer together. For your gap,
\begin{equation}
N=\frac{3\ \mathrm{Torr}}{k_{\mathrm B}(300\ \mathrm K)}
=\frac{9\ \mathrm{Torr}}{k_{\mathrm B}(900\ \mathrm K)}
=9.66\times10^{16}\ \mathrm{cm^{-3}} .
\end{equation}

\subsection*{Why the electrons hardly notice the temperature}

Breakdown starts with a few electrons that gain energy from the field $E$ and ionize atoms. If the atoms could be treated as standing still, the hot sealed gap and the cold one would pose the same problem to an electron: the same field, the same spacing and the same density of targets. It remains to see how good that treatment is.

Suppose an electron of mass $m$, momentum $P$ and energy $\varepsilon=P^2/2m$ scatters elastically through an angle $\theta$ from an atom of mass $m_a\gg m$ at rest. Its speed hardly changes, so the momentum given to the atom has the square $2P^2(1-\cos\theta)$. The atom therefore receives the energy
\begin{equation}
\frac{2P^2(1-\cos\theta)}{2m_a}=\frac{2m}{m_a}\,\varepsilon\,(1-\cos\theta).
\end{equation}
Elastic energy exchange is thus weak, of order $m/m_a$. Thermal motion of the atoms returns some energy to the electrons, but with the same small factor and with $k_{\mathrm B}T$ in place of $\varepsilon$.

I estimated the effect from the electron kinetic equation in its two-term form (a nearly isotropic velocity distribution), solved by finite differences in energy. The model atom has mass 40 u, a momentum-transfer cross section of $10^{-15}\ \mathrm{cm^2}$, and cross sections of $10^{-16}$ and $2\times10^{-16}\ \mathrm{cm^2}$ for excitation above 12 eV and ionization above 16 eV. The secondary electron was left out of the energy distribution. At $E=224.66$ V/cm and your density, the mean electron energy is 6.6 eV, while $3k_{\mathrm B}T/2$ is 0.12 eV at 900 K. Heating from 300 to 900 K at fixed density and field raises the number of ionizations per unit length by a fraction of only $1.2\times10^{-5}$. If the density is instead cut to one third, as at constant pressure, that number rises from 5.8 to 9.1 per cm at the same field. In this model density matters and temperature by itself hardly does.

\subsection*{From density to a breakdown voltage}

Let $\alpha$ be the number of ionizations per electron per unit length along the field. Measure distance by $\xi=Nx$, the number of atoms per unit area passed. In a step $d\xi$, the chance of a collision with cross section $\sigma$ is $\sigma\,d\xi$, and the energy gained along the field is $eE\,dx=e(E/N)\,d\xi$. Density and field then enter only through $E/N$, provided ionization occurs in single collisions with ground-state atoms. The number of ionizations per unit $\xi$ is $\alpha/N$, so
\begin{equation}
\frac{\alpha}{N}=F\!\left(\frac EN\right).
\label{scaling}
\end{equation}

In a uniform field, $n$ electrons at position $x$ grow as $dn/dx=\alpha n$. One electron leaving the cathode becomes $e^{\alpha d}$ electrons at the anode, a distance $d$ away, and leaves $e^{\alpha d}-1$ ions behind. Let each ion release on average $\gamma$ new electrons on reaching the cathode. Each generation of electrons is then larger than the previous one by the factor
\begin{equation}
g=\gamma\left(e^{\alpha d}-1\right).
\end{equation}
The total $1+g+g^2+\dots=1/(1-g)$ is finite for $g<1$ and diverges as $g\to1$. Breakdown therefore requires $g=1$, which gives $e^{\alpha d}=1+1/\gamma$, or
\begin{equation}
\alpha d=K,\qquad K=\ln\!\left(1+\frac1\gamma\right).
\label{criterion}
\end{equation}
Since $E=V/d$, we have $E/N=V/(Nd)$. Putting (\ref{scaling}) into (\ref{criterion}) gives
\begin{equation}
Nd\;F\!\left(\frac{V}{Nd}\right)=K .
\label{paschen}
\end{equation}
If $F$ increases with its argument, a given $Nd$ and $\gamma$ allow no more than one $V$. This is Paschen's law in terms of density. The usual variable $pd$ equals $Nd\,k_{\mathrm B}T$, so it can replace $Nd$ as long as all the data refer to one temperature.

\subsection*{Numbers for your gap}

A simple model supplies $F$. Let an electron move along the field, restart from rest after every collision, and ionize if it has crossed at least the ionization potential $V_i$ (in volts) since the last one. The probability $Q(\ell)$ of flying a distance $\ell$ without a collision obeys $dQ/d\ell=-N\sigma Q$ with $Q(0)=1$, so $Q=e^{-N\sigma\ell}$. The mean flight is $1/(N\sigma)$, which means $N\sigma$ collisions per unit length. An ionizing flight needs $\ell\ge V_i/E$. Hence
\begin{equation}
\alpha=N\sigma\,e^{-h},\qquad h=\frac{N\sigma V_i}{E}.
\label{alpha}
\end{equation}
With $s=N\sigma d$, the gap width in mean free paths, $h=sV_i/V$. The condition $\alpha d=K$ becomes
\begin{equation}
s\,e^{-sV_i/V}=K
\;\Longrightarrow\;
\frac{sV_i}{V}=\ln\frac sK
\;\Longrightarrow\;
V=\frac{V_i\,s}{\ln(s/K)},\qquad s>K .
\label{voltage}
\end{equation}
For $s\le K$ this model has no breakdown at any voltage: even if every collision ionized, there would be too few of them.

The model stops an electron at every collision, whereas a real elastic collision takes almost none of its energy. So $\sigma$ is not the elastic cross section of argon but an effective value, chosen to give roughly the measured ionization. I take the round values $\sigma=3.5\times10^{-16}\ \mathrm{cm^2}$, $V_i=16$ V and $\gamma=0.05$. Then $K=\ln21=3.04$, $s=33.8$, and
\begin{equation}
V=\frac{16\times33.8}{\ln(33.8/3.04)}\ \mathrm V
=\frac{541}{2.41}\ \mathrm V=225\ \mathrm V .
\end{equation}
The sealed gap at 900 K has the same $N$, hence the same $s$ and the same 225 V.

Reading your room-temperature curve at 9 Torr amounts to tripling $s$. The model then gives 463 V, about twice its value for the sealed gap. The simple formula underestimates ionization in argon at low $E/N$, somewhat already at your working point and more at the lower $E/N$ of this misreading, so with a measured curve the error would be smaller, but in the same direction. The curve should be entered with the reduced pressure $pT_0/T$, where $T_0$ is the temperature at which it was measured. Here that is $9\times300/900=3$ Torr.

\subsection*{With a pressure regulator}

At constant pressure gas leaves the vessel on heating, and $N=p/(k_{\mathrm B}T)$ falls. If $s_0$ is the value at $T_0$, then $s=s_0T_0/T$. To find the direction of the change, write $L=\ln(s/K)$, so that $dL/ds=1/s$, and differentiate (\ref{voltage}):
\begin{equation}
\frac{dV}{ds}=V_i\left(\frac1L-\frac{s}{L^2}\,\frac1s\right)
=V_i\,\frac{L-1}{L^2}.
\end{equation}
The voltage has its minimum at $L=1$, where
\begin{equation}
s_{\min}=eK=8.28,\qquad V_{\min}=eKV_i=132\ \mathrm V ,
\end{equation}
with $e=2.718\ldots$, here and in the rest of this section. Above $s_{\min}$, collisions are frequent and most flights are too short to ionize, so thinning the gas helps breakdown. Below $s_{\min}$, flights are long but an electron meets too few atoms before reaching the anode, so thinning the gas hinders it.

Heating at constant pressure therefore lowers $V$ until
\begin{equation}
T_{\min}=T_0\,\frac{s_0}{eK}
\end{equation}
and raises it afterwards. If $s_0<eK$, the voltage rises from the start. For your 10 mm gap this simple model puts $T_{\min}$ at about 1230 K, so in it heating to 900 K lowers the voltage throughout, from 225 to 138 V. For a 4 mm gap at the same 3 Torr, $T_{\min}$ is about 490 K. Its voltage first falls from 145 V to the minimum of 132 V and then climbs to 184 V at 900 K. The last value is sensitive to $\gamma$ (297 V for $\gamma=0.03$, 144 V for $\gamma=0.07$). It also requires that the discharge cannot take a longer path, for instance around the edges of the plates, where it could start at a lower voltage. The word ``always'' thus fails even when the gas is free to expand.

\subsection*{Why the heating must be uniform}

Suppose the sealed vessel has a side volume $\Omega_c$ that stays at $T_c$, while the gap region, of volume $\Omega_g$, is heated to $T_g$. Let the whole vessel start at density $N_0$. Once the pressures are equal, and since no atoms are lost,
\begin{align}
N_gT_g&=N_cT_c,\\
N_g\Omega_g+N_c\Omega_c&=N_0(\Omega_g+\Omega_c).
\end{align}
Inserting $N_c=N_gT_g/T_c$ into the second line and dividing by the factor that multiplies $N_g$ gives
\begin{equation}
\frac{N_g}{N_0}=\frac{\Omega_g+\Omega_c}{\Omega_g+\Omega_cT_g/T_c}.
\end{equation}
Without a side volume the ratio is 1. With a very large one it tends to $T_c/T_g$, the constant-pressure result. For $\Omega_c=9\,\Omega_g$, $T_c=300$ K and $T_g=900$ K, it is $10/28=0.357$, and the 10 mm gap breaks down at 140 V. A sealed vessel with a hot gap and large cold parts thus behaves almost like an open one.

A temperature difference between the plates has a much weaker effect if no gas leaves the space between them. The mean density then stays at $N_0$, but the local density varies as $1/T$. Before breakdown there is too little charge to disturb the field, so $E$ is uniform. Let $\alpha$ depend only on the local density, which neglects the distance an electron needs to gain its energy; the small shifts found below, and their signs, belong to this local model. The criterion becomes $\int_0^d\alpha\,dx=K$. With $c=\sigma V_i/E$, two derivatives of $\alpha(N)=\sigma Ne^{-cN}$ give
\begin{align}
\alpha'&=\sigma(1-cN)e^{-cN},\\
\alpha''&=\sigma\left[-c-c(1-cN)\right]e^{-cN}=\sigma c\,(cN-2)\,e^{-cN}.
\end{align}
For small deviations $\delta N$ of zero mean, the average of $\alpha$ changes by $\tfrac12\alpha''\langle\delta N^2\rangle$. Since $cN=h$, the gradient helps ionization if $h>2$ and hinders it if $h<2$. Your gap has $h=2.41$. With a linear profile from 500 to 700 K, numerical integration of the electron growth gives 224.2 V instead of 224.7 V. At the Paschen minimum $h=L=1$, and the same profile raises the voltage from 132.4 to 133.0 V.

\subsection*{What the simple ionization model leaves out}

Equation (\ref{alpha}) follows one electron along its path. In a growing avalanche many electrons are newly born and still need a run-up before they can ionize. The same flight rules can be solved with this included. Let $M(y)$ be the mean number of electrons reaching the anode when one starts from rest $y$ mean free paths away. Its first flight, of length $t$ in mean free paths, has probability density $e^{-t}$. The electron either reaches the anode or collides, and after an ionizing collision, $t\ge h$, two electrons start afresh. For $y>h$, therefore,
\begin{align}
M(y)&=e^{-y}+\int_0^y e^{-t}M(y-t)\,dt+\int_h^y e^{-t}M(y-t)\,dt\\
&=e^{-y}\left[1+\int_0^y e^{u}M(u)\,du+\int_0^{y-h}e^{u}M(u)\,du\right],
\end{align}
where $u=y-t$. On differentiating, the prefactor gives $-M(y)$, the first integral $+M(y)$, and the second $e^{-y}e^{y-h}M(y-h)$. What remains is
\begin{equation}
M'(y)=e^{-h}M(y-h).
\end{equation}
For $y<h$ no ionization is possible and $M=1$. Integrating over one interval of length $h$ after another gives
\begin{equation}
M(y)=\sum_{0\le n\le y/h}\frac{\left[e^{-h}(y-nh)\right]^n}{n!}.
\end{equation}
Indeed, the derivative of term $n$ is $e^{-h}$ times term $n-1$ taken at $y-h$, and each new term starts from zero.

Each ionization adds one electron, so $M-1$ ions are made and breakdown requires $\gamma(M-1)=1$, or $M=21$. Solving this numerically with $y=s$ and $h=sV_i/V$ gives 252 V, 12\% above the 225 V of the simple formula. The absolute voltage is thus model-dependent, but the condition still contains only $s$, $V/V_i$ and $\gamma$. Uniform heating in a sealed gap leaves the 252 V unchanged too. At constant pressure the turning point does move: the minimum now lies near $s=11.8$, which your gap reaches at roughly 860 K instead of 1230 K. Heating to 900 K still lowers the voltage, from 252 to 189 V, but the last part of the heating no longer helps. The 4 mm gap still ends higher than it started, but by much more: 190 V at 300 K and about 350 V at 900 K, so the size of that rise is model-dependent. The run-up also changes the effect of a temperature difference between the plates, whose sign now depends on which plate is hot: the profile from 500 to 700 K gives 253.4 V with the cathode cold and 251.2 V with the cathode hot, against 252.4 V for uniform gas. The shift stays small, but the rule based on $h=2$ does not carry over.

\subsection*{How this compares with a real argon gap}

The parameters are rough values for argon between metal electrodes, and a breakdown voltage of a few hundred volts is a reasonable size for such a gap. The value of $\gamma$ is the least certain, since it depends on the state of the cathode surface. The sealed result does not apply to a chamber that is pumped and held at a set pressure. If all the gas in the gap were then at 900 K, the model voltage would be 138 V, not 225 V. Nor does the dc criterion used here hold for a radio-frequency voltage.

For a vessel that really is sealed, these corrections remain at 900 K:
\begin{itemize}
\item If heating changes the cathode surface so that $\gamma$ rises from 0.05 to 0.06, the voltage falls to 219 V.
\item If vessel and spacing expand together, with a rough metal coefficient of $1.5\times10^{-5}\ \mathrm{K^{-1}}$, all lengths grow by 0.9\%. Since $N$ falls as the cube of the length and $d$ grows as its first power, $Nd$ falls by 1.8\% and the voltage to 222 V.
\item Atomic motion lowers the voltage by only 1 to 2 mV. The kinetic estimate above gives $\delta\ln\alpha$, and $\delta V/V=-\delta\ln\alpha/b$ with $b=d\ln\alpha/d\ln E$. This slope is $h=2.4$ according to (\ref{alpha}) and about 1.8 in the kinetic model.
\item Richardson's law with a work function of 4.5 eV gives about 40 thermal electrons per $\mathrm{cm^2}$ per second from the cathode. They can start avalanches, but they do not alter the condition $g=1$.
\item Thermal ionization is negligible: the Saha equation, with statistical weights ignored, gives an ionized fraction below $10^{-40}$.
\end{itemize}

Gas released by hot walls is a separate matter. It raises $N$, and in your gap, to the right of the minimum, more gas of the same kind would raise the voltage. If you measure both pressure and temperature, $p/T$ will show it: that ratio stays constant on heating if the amount of gas and the volume do.
